# Signs of Kinetic and Exchange Energy for Two Overlapping Frozen Atoms

A silicon ion driven into a silicon wafer is slowed partly by collisions in which it comes much closer to a lattice atom than the bond length. The electron clouds then overlap, and the energy of the pair decides how close the two nuclei get and how strongly the ion is deflected. A simple estimate keeps each cloud as it was in the free atom and adds the two densities. Electrostatics accounts for part of the energy change. The rest comes from the motion of the electrons and from their exchange, and these two parts have opposite signs. The question is why, and what the signs say about the force.

Let $n_A(\mathbf r)$ and $n_B(\mathbf r)$ be the electron densities of two neutral atoms with nuclear charge $Z$ and separation $R$. Frozen means that each density moves rigidly with its nucleus, so that the pair has density $n_A+n_B$. Atomic units are used in the derivation: lengths in bohr, energies in hartree. In a local-density description without correlation, the energy is the electrostatic energy plus

$$
T[n]=C_F\int n^{5/3}\,d^3r,\qquad
E_x[n]=-C_x\int n^{4/3}\,d^3r ,
$$

the Thomas-Fermi kinetic energy and the Dirac exchange energy. Both coefficients are positive, and both follow from a uniform gas with equal numbers of up and down spins.

In such a gas the plane-wave states with $k<k_F$ are filled, each by two electrons. There are $d^3k/(2\pi)^3$ states per unit volume, so

$$
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\qquad
\frac{T}{\text{volume}}=\frac{2}{(2\pi)^3}\int_0^{k_F}\frac{k^2}{2}\,4\pi k^2dk
=\frac{k_F^5}{10\pi^2}=\frac{3}{10}k_F^2\,n .
$$

Inserting $k_F=(3\pi^2n)^{1/3}$ gives $C_F=\frac{3}{10}(3\pi^2)^{2/3}=2.871$.

For exchange, consider electrons of one spin in orbitals $\phi_i$. Antisymmetry makes their pair density

$$
\tfrac12\sum_{ij}\left|\phi_i(1)\phi_j(2)-\phi_j(1)\phi_i(2)\right|^2
=n_\sigma(1)n_\sigma(2)-|\rho_\sigma(1,2)|^2,
\qquad \rho_\sigma(1,2)=\sum_i\phi_i(1)\phi_i^*(2).
$$

The first term belongs to the classical repulsion. The second is the exchange correction. For filled plane waves at distance $u$, with $x=k_Fu$,

$$
\rho_\sigma=\frac{1}{2\pi^2u}\int_0^{k_F}k\sin(ku)\,dk
=\frac{\sin x-x\cos x}{2\pi^2u^3}
=\frac{3n}{2}\,\frac{j_1(x)}{x},
$$

where $j_1(x)=(\sin x-x\cos x)/x^2$ and $k_F^3=3\pi^2n$ were used. The exchange energy per volume carries a factor $\frac12$, because each pair is counted once, and a factor 2 for the two spins:

$$
-\frac12\cdot2\int\frac{\rho_\sigma^2}{u}\,d^3u
=-\frac{9n^2}{4}\,\frac{4\pi}{k_F^2}\int_0^\infty\frac{j_1^2}{x}\,dx .
$$

With $j_0=\sin x/x$, the relations $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$ give

$$
\frac{d}{dx}\left(j_0^2+j_1^2\right)=-2j_0j_1+2j_1j_0-\frac{4j_1^2}{x}=-\frac{4j_1^2}{x}.
$$

The bracket falls from 1 at $x=0$ to 0 at infinity, so the integral is $\frac14$. The exchange energy per volume is therefore $-9\pi n^2/(4k_F^2)=-(3k_F/4\pi)\,n$, which means $C_x=\frac34(3/\pi)^{1/3}=0.7386$. In an atom these uniform-gas results are applied point by point, which is an approximation.

When the atoms are brought together, the energies of the free atoms are subtracted. The electrostatic energy is quadratic in the charges, so only cross terms survive:

$$
V_{es}=\frac{Z^2}{R}-Z\int\frac{n_A}{r_B}\,d^3r-Z\int\frac{n_B}{r_A}\,d^3r
+\iint\frac{n_A(\mathbf r)\,n_B(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' ,
$$

where $r_A$ and $r_B$ are the distances to the two nuclei. The pair energy is $V=V_{es}+\Delta T+\Delta E_x$. With the abbreviation

$$
D_p(a,b)=(a+b)^p-a^p-b^p
$$

the two changes of interest are

$$
\Delta T=C_F\int D_{5/3}(n_A,n_B)\,d^3r,\qquad
\Delta E_x=-C_x\int D_{4/3}(n_A,n_B)\,d^3r .
$$

Both signs now depend on one property of powers. Take $a,b\ge0$ with $a+b>0$, and let $t=a/(a+b)$, so that $0\le t\le1$. For $p>1$, multiplying $t$ by $t^{p-1}\le1$ cannot increase it. Hence $t^p\le t$, and in the same way $(1-t)^p\le1-t$. Adding the two inequalities gives

$$
t^p+(1-t)^p\le1 .
$$

Multiplication by $(a+b)^p$ turns this into $a^p+b^p\le(a+b)^p$, which is superadditivity: $D_p(a,b)\ge0$. Equality requires $t^p=t$, so $t=0$ or $t=1$, and one of the two densities must vanish at that point. If $a=b=0$, then $D_p=0$ trivially.

The integrals must be finite for the subtraction to make sense. Assume that each density contains a finite number of electrons and has a finite Thomas-Fermi energy. Then $\int n^{4/3}$ is also finite, because $n^{4/3}\le n$ where $n\le1$ and $n^{4/3}\le n^{5/3}$ where $n>1$. For the sum, convexity of $x^p$ says that the power of an average does not exceed the average of the powers:

$$
\left(\frac{a+b}{2}\right)^p\le\frac{a^p+b^p}{2}
\quad\Longrightarrow\quad
(a+b)^p\le2^{p-1}(a^p+b^p).
$$

Integrating $D_p\ge0$ over space therefore proves

$$
\Delta T\ge0,\qquad \Delta E_x\le0 .
$$

The inequalities are strict when the densities overlap in a region of nonzero volume. Both exponents exceed one, so both integrals of $D_p$ are positive; the signs differ because the kinetic energy has a positive prefactor and the exchange energy a negative one. The proof as given uses the same unpolarised functionals for the atoms and for the pair. If the up and down densities are each frozen and added separately, the same argument works for each spin. If the free atoms were treated as spin-polarised and the pair as unpolarised, the differences would no longer be integrals of $D_p$, and this argument would not apply.

The physical content is clearest where one density is much larger than the other. For $a\gg b$, expansion to first order in $b$ gives $(a+b)^p-a^p\approx p\,a^{p-1}b$, while the remaining term $b^p$ is smaller by a factor of order $(b/a)^{p-1}$. For exchange this factor falls slowly: at $a=100\,b$ the neglected term is still $16\,\%$ of the leading one. To leading order, the energy changes per volume are

$$
\frac53C_Fa^{2/3}b=\frac{k_F^2}{2}\,b,\qquad
-\frac43C_xa^{1/3}b=-\frac{k_F}{\pi}\,b,
\qquad k_F=(3\pi^2a)^{1/3}.
$$

Low-lying states are already occupied, so the added electrons must enter at the Fermi energy $k_F^2/2$ of the dense cloud. Exchange lowers the energy by $k_F/\pi$ per added electron, since electrons of equal spin keep apart and so repel each other less.

The opposite limit is that of two identical atoms placed on top of each other. There $a=b$ everywhere and $D_p(a,a)=(2^p-2)a^p$, so that

$$
\Delta T=(2^{5/3}-2)\,T_{atom}=1.175\,T_{atom},\qquad
\Delta E_x=(2^{4/3}-2)\,E_{x,atom}=0.520\,E_{x,atom}.
$$

The convexity inequality gives $D_p\le(2^{p-1}-1)(a^p+b^p)$, so no other placement of the same two atoms produces larger magnitudes. These are limits of the frozen model. Real electrons would rearrange around the combined nuclear charge.

A positive energy is not yet a repulsive force, because the force is $-dV/dR$. To learn about the slope, write the excess as a double integral. For $a,b>0$,

$$
\int_0^a\!ds\int_0^b\!dt\;p(p-1)(s+t)^{p-2}
=\int_0^a p\left[(s+b)^{p-1}-s^{p-1}\right]ds
=(a+b)^p-b^p-a^p .
$$

Set $a=n_A(\mathbf r)$ and $b=n_B(\mathbf r)$, and integrate over space. A given pair of levels $(s,t)$ contributes at those points where $n_A>s$ and $n_B>t$. The order of integration may be exchanged because the integrand is positive:

$$
\int D_p(n_A,n_B)\,d^3r=\int_0^\infty\!ds\int_0^\infty\!dt\;
p(p-1)(s+t)^{p-2}\,\Omega(s,t;R),
$$

where $\Omega$ is the volume common to the two regions. Now suppose that both densities are spherical and fall outward. The regions are then balls around the nuclei, with radii $u$ and $v$, and $R$ enters only through their common volume.

If the balls are separate, or one lies inside the other, a small displacement leaves $\Omega$ unchanged. If their surfaces cross, place A at $z=0$ and B at $z=R$, and let the circle of intersection lie in the plane $z=z_*$ with radius $\rho$. To the left of this plane the cross-section of ball B is the smaller one, and to the right that of ball A:

$$
\Omega=\int_{R-v}^{z_*}\pi\left[v^2-(z-R)^2\right]dz+\int_{z_*}^{u}\pi(u^2-z^2)\,dz .
$$

On differentiating with respect to $R$, the two terms from the moving limit $z_*$ cancel, because both cross-sections equal $\pi\rho^2$ there. The lower limit contributes nothing, because the cross-section vanishes at the edge of the ball. What remains is

$$
\frac{d\Omega}{dR}=\int_{R-v}^{z_*}2\pi(z-R)\,dz
=\pi\left[(z_*-R)^2-v^2\right]=-\pi\rho^2 .
$$

The common volume never grows as the atoms separate. Hence $\Delta T$ never increases with $R$ and $\Delta E_x$ never decreases. Under the stated condition the kinetic part can only repel or exert no force, and the exchange part can only attract or exert no force.

The outward fall matters. Take a hollow density $r^4e^{-r^2}$, which peaks at $r=\sqrt2$, and a compact one $e^{-25r^2}$, both in atomic units. With the compact density near the centre, at $R=0.05$, $\Delta T$ is 0.0026 hartree; at $R=1.4$, in the dense shell, it is 0.107 hartree. Both values are positive, as superadditivity requires, yet over this interval the energy has risen with separation.

The theorem also leaves the sign of $\Delta T+\Delta E_x$ open. Where the two densities have the same value $n$, the changes cancel if $C_F(2^{5/3}-2)n^{5/3}=C_x(2^{4/3}-2)n^{4/3}$, that is, if

$$
n^{1/3}=\frac{C_x(2^{4/3}-2)}{C_F(2^{5/3}-2)}
=\frac{0.7386\times0.5198}{2.871\times1.1748}=0.1138,
\qquad n=0.00147\ \text{bohr}^{-3}.
$$

Above this density the kinetic term is larger, and below it exchange is larger. For unequal densities the double integral supplies a sufficient condition. The combined integrand is

$$
(s+t)^{-2/3}\left[\frac{10}{9}C_F(s+t)^{1/3}-\frac49C_x\right],
$$

which is negative while $(s+t)^{1/3}<2C_x/(5C_F)=0.103$, or $s+t<0.0011$ bohr$^{-3}$. If the peak densities of the two clouds add up to less than this, exchange must win. Two Gaussian clouds proportional to $e^{-r^2/w^2}$, with one electron each, $w=10$ bohr and $R=10$ bohr, satisfy the condition: each peaks at $1/(\pi^{3/2}w^3)=0.00018$ bohr$^{-3}$. Their $\Delta T$ is 0.087 eV and their $\Delta E_x$ is $-0.258$ eV, so the sum is $-0.171$ eV.

For two silicon atoms the clouds are far denser. The atomic density used here comes from a Kohn-Sham calculation with local exchange and no correlation, for a spherical, unpolarised atom in an uncontracted cc-pVDZ basis. This density was tested to fall outward from 0.01 to 10 bohr. At $R=0.10$ nm the frozen pair energy is

$$
V=V_{es}+\Delta T+\Delta E_x=-4.4+80.7-15.7=60.6\ \text{eV}.
$$

The electrostatic energy is negative here, although the nuclei repel each other: at this distance the attraction between each nucleus and the other cloud outweighs the two repulsions. Without the kinetic term the frozen pair would have an energy of about $-20$ eV. The forces tell a different story from the energies. At the same distance the electrostatic force is repulsive, 881 eV/nm, because $V_{es}$ still falls with increasing $R$. It reaches a minimum of about $-15$ eV near 0.13 nm and has risen again to $-13.6$ eV at 0.15 nm, where the electrostatic force is attractive. The kinetic force is 1400 eV/nm and the exchange force $-196$ eV/nm, so the total repulsion is close to 2090 eV/nm. The separate parts depend slightly on the basis. With uncontracted cc-pVTZ the electrostatic force is 13 eV/nm lower and the kinetic force 18 eV/nm higher, while the total changes by only about 4 eV/nm. The electrostatic and kinetic energies at this distance shift by about 0.4 eV each, in opposite directions, and by about 0.9 eV each with uncontracted aug-cc-pVTZ. The split into parts is therefore good to about 1 eV, while the total moves by 0.2 eV or less.

At $R=0.02$ nm the balance has changed. Electrostatics contributes 2388 eV, the kinetic term 2197 eV and exchange $-133$ eV, which gives about 4450 eV. For comparison, the coincident limits are $1.1748\times7219=8481$ eV for $\Delta T$ and $0.5198\times(-502.8)=-261$ eV for $\Delta E_x$. Even at this short distance both terms are only about a quarter to a half of their limits.

To connect these energies with implantation, consider a head-on collision with an equal-mass atom at rest. Half of the laboratory energy belongs to the motion of the centre of mass and cannot be spent. At closest approach the other half is stored in $V$, so $E_{lab}=2V(R)$. In the frozen model, reaching 0.02 nm takes 8.9 keV, 0.05 nm takes 1.05 keV and 0.10 nm takes 121 eV. An ion implanted at 30 keV, for example, slows down through this range, and the atoms it sets in motion can have such energies too. The ion is treated here as a neutral atom. Removing one 3p electron from one of the two frozen clouds raises the pair energy by about 2.5 eV at 0.10 nm and 7 eV at 0.02 nm. Off-centre collisions at a given energy turn back at larger distances in a repulsive potential.

Several approximations limit the numbers. The Thomas-Fermi kinetic energy of the free atom is 7219 eV, against 7814 eV from the orbitals, an error of $-7.6\,\%$ relative to the orbital value. That is nearly 600 eV, far more than the whole interaction at 0.10 nm. The pair energy is useful only to the extent that such errors cancel between the pair and the free atoms.

One measure of what remains is the second-order gradient correction, $\frac1{72}\int|\nabla n|^2/n\,d^3r$, whose coefficient is taken here from the gradient expansion without derivation. Its change on superposition has a definite sign too. Putting the three terms over a common denominator gives

$$
\frac{|\nabla n_A+\nabla n_B|^2}{n_A+n_B}-\frac{|\nabla n_A|^2}{n_A}-\frac{|\nabla n_B|^2}{n_B}
=-\frac{|n_B\nabla n_A-n_A\nabla n_B|^2}{n_An_B(n_A+n_B)}\le0 .
$$

The correction therefore opposes $\Delta T$, and superadditivity alone no longer fixes the sign of the corrected kinetic change. For silicon it amounts to $-74$ eV at 0.02 nm, less than $2\,\%$ of $V$, and to $-6.4$ eV at 0.10 nm, about $11\,\%$. Local correlation in the Vosko-Wilk-Nusair form adds $-1.0$ eV at 0.10 nm.

A second measure lets the electrons respond. A self-consistent Kohn-Sham calculation of the pair, with the same exchange functional and basis, gives 54.0 eV at 0.10 nm. The frozen result is 6.6 eV higher, or $12\,\%$ relative to the self-consistent value. The basis matters here: with uncontracted cc-pVTZ the self-consistent energy is about 1.6 eV lower, while the frozen energy rises by only about 0.2 eV when the atomic density is taken from an uncontracted aug-cc-pVTZ basis. The difference is then about 8 eV. This difference combines the relaxation of the density with the replacement of the Thomas-Fermi functional by orbital kinetic energies, and it does not separate the two. The comparison level itself omits correlation and spin polarisation and uses a finite basis and an electronic smearing of 0.01 hartree (0.27 eV), whose reduction to 0.003 hartree changes the pair energies quoted here by 0.01 eV or less; it is no substitute for a measurement. No self-consistent pair was calculated below 0.10 nm. The error of the frozen energies at 0.02 and 0.05 nm is therefore not established, and the small gradient correction does not bound it. As a rough scale, the Ziegler-Biersack-Littmark universal potential, itself a fit over many atom pairs, gives head-on energies of 8.1 keV, 0.94 keV and 102 eV at 0.02, 0.05 and 0.10 nm; the frozen values are 10 to 19 % higher.

The frozen model fails at bonding distances. At 0.10 nm, replacing the frozen model by the self-consistent pair lowers the head-on laboratory energy from 121 to 108 eV, or to about 105 eV with the larger basis. At 0.235 nm, roughly the bond length in crystalline silicon, the frozen model gives $+0.5$ eV, whereas the self-consistent pair gives $-4.4$ eV: the model misses the covalent bond. The value $-4.4$ eV is measured from unpolarised, spherical atoms. Without these restrictions each free atom is about 1.0 eV lower, so 4.4 eV should not be read as the bond energy. At larger separations the frozen model has only a very shallow well near 0.35 nm. Its depth depends on the basis: 0.04 eV with the one used here and 0.08 eV with a larger one that includes more diffuse functions. The model is meant for close collisions, and it should not be used for the bonding and defect energies that matter during annealing. The crystal also surrounds each pair with neighbours, which a two-atom energy ignores. Finally, an ion with 8.9 keV moves at 0.11 Bohr velocities. That is slow on the scale of atomic electrons, but it does not exclude electronic excitation, and the energy lost in that way is not part of $V(R)$. The numerical output lists the energies at all five separations.

## Calculated quantities

```
CF = 2.87123, from filled states 2.87123 (atomic units)
CX = 0.73856, from exchange hole 0.73855 (atomic units)
1 hartree = 27.2114 eV; 1 bohr = 0.052918 nm
Coincident factors: kinetic 1.1748, exchange 0.5198
Equal-density crossover, each atom: 0.00147 bohr^-3
Dilute pair (1 electron each, width 10, R 10 bohr):
  dT 0.08680 eV, dEx -0.25777 eV
Hollow r^4 exp(-r^2) with compact exp(-25 r^2), atomic units:
  dT at R=0.05: 0.00257; at R=1.4: 0.10696 hartree
Si atom Thomas-Fermi kinetic energy: 7219.4 eV
Si atom orbital kinetic energy: 7814.1 eV
Thomas-Fermi error for the atom: -7.61 %
Si atom Dirac exchange energy: -502.8 eV
Coincident limit dT: 8481.3 eV
Coincident limit dEx: -261.4 eV
Si-Si frozen pair; R in nm, energies in eV
R      electrostatic         dT        dEx      total V
0.020      2387.562   2196.798   -132.655     4451.706
0.050       152.404    419.808    -44.724      527.488
0.100        -4.377     80.656    -15.674       60.605
0.150       -13.629     32.804     -8.265       10.910
0.235        -3.393      6.369     -2.502        0.474
Neglected terms; R in nm, energies in eV
R      gradient  correlation   head-on lab energy 2V
0.020   -73.950       -3.323         8903.411
0.050   -28.488       -1.874         1054.975
0.100    -6.372       -1.038          121.209
0.150    -2.755       -0.654           21.820
0.235    -0.883       -0.260            0.948
Forces at R = 0.100 nm, positive = repulsive, eV/nm:
  electrostatic 881.3, kinetic 1400.4
  exchange -196.2, total 2085.6
Self-consistent pair at 0.100 nm: 54.03 eV
  frozen minus self-consistent: 6.58 eV
Self-consistent pair at 0.235 nm: -4.43 eV
  frozen minus self-consistent: 4.90 eV
Ion speed for 2V at 0.020 nm: 0.113 Bohr velocities
```
